# Oxygen Permeability of Internally Oxidized Alloys with Aligned Oxide Rods

A dilute alloy A–B is held at an oxygen activity too low to oxidize A but high enough to oxidize B. Oxygen dissolves at the surface, diffuses inward and precipitates B as oxide, so that a zone of A filled with oxide particles grows into the alloy. Every oxygen atom that feeds the front must cross this zone. If the particles merely obstruct the metal, the zone is less permeable than pure A. If they are long rods pointing along the growth direction, their interfaces with the metal form a second, parallel path. How large must interface transport be to outweigh the obstruction, and what does it do to the depth of the zone?

## Model and conventions

Let $x$ run inward from the surface, and let $c$ be the oxygen concentration dissolved in the metal, in moles per volume of metal. The assumptions are:

1. The oxide forms continuous rods of constant radius $r$ parallel to $x$, with volume fraction $f$. Oxygen does not diffuse through them.
2. Each rod is sheathed by an interface film of thickness $\delta$, counted on the metal side. Films of different rods do not overlap. The oxygen diffusivity is $D_i$ in the film and $D_m$ in the metal.
3. Film and metal are in local equilibrium, with dilute, linear segregation: $c_{\rm film}=s\,c$.
4. The surface fixes $c=c_s$, and $c=0$ at the front, $x=\xi$, because the oxide is very stable.
5. Dissolved oxygen is scarce beside bound oxygen, so the profile is quasi-steady. B moves only the short distance to the nearest rod tip; on the scale of the zone depth it counts as immobile.

Fluxes are counted per total cross-section, rods included. The effective diffusivity is defined by $J=-D_{\rm eff}\,dc/dx$ with $c$ the concentration in the metal. The permeability is $P=c_sD$, so at fixed $c_s$ the ratios of permeability and diffusivity are equal. Write

$$\beta=\frac{sD_i}{D_m},\qquad a=\left(1+\frac{\delta}{r}\right)^2-1=\frac{2\delta}{r}+\frac{\delta^2}{r^2}.$$

## The permeability

**Lemma 1 (areas).** The film occupies the fraction $g=fa$ of the cross-section, and the remaining metal $1-f-g$.

*Proof.* One rod has area $\pi r^2$ and its film $\pi[(r+\delta)^2-r^2]=\pi r^2a$. Film and rod areas are thus in the ratio $a$, and the rods occupy the fraction $f$. ∎

**Lemma 2 (no lateral flux).** Under assumptions 1–5, $c=c_s(1-x/\xi)$ in the metal and $sc$ in the films is the steady solution.

*Proof.* Both functions are linear in $x$, so their Laplacians vanish. They satisfy local equilibrium and the end values. Their gradients point along $x$, while the normals of the rod and film surfaces are perpendicular to $x$; no oxygen enters a rod or passes between film and metal. All conditions hold. For uniqueness, let $w$ be the difference of two solutions, expressed as metal concentration, and let $k$ be $D_m$ in the metal and $sD_i$ in the films. Multiplying $\nabla\cdot(k\nabla w)=0$ by $w$ and integrating by parts gives $\int k|\nabla w|^2\,dV=0$, since the boundary terms vanish. Hence $w$ is constant, and it is zero at the ends. ∎

**Theorem 1.** For this model

$$\frac{P_{\rm eff}}{P_m}=\frac{D_{\rm eff}}{D_m}=1-f+fa(\beta-1).\tag{1}$$

The zone is more permeable than rod-free metal if and only if

$$\beta>\beta^*=1+\frac1a,\tag{2}$$

a condition that does not contain $f$.

*Proof.* The flux density is $-D_m\,dc/dx$ in the metal and $-D_i\,d(sc)/dx=-sD_i\,dc/dx$ in the film. Weighting by area,

$$J=-\left[(1-f-g)D_m+g\,sD_i\right]\frac{dc}{dx}.$$

Dividing the bracket by $D_m$ gives $1-f-g+g\beta=1-f+g(\beta-1)$, and $g=fa$ yields (1). Subtracting 1 leaves $f[a(\beta-1)-1]$, which is positive when $a(\beta-1)>1$. ∎

For $\delta\ll r$, $a\approx2\delta/r$, so

$$\frac{D_{\rm eff}}{D_m}\approx1-f+\frac{2f\delta}{r}(\beta-1),\qquad \beta^*\approx1+\frac{r}{2\delta}.$$

When $\beta>1$, fine rods help because, at fixed $f$, interface area grows as $1/r$. When $\beta=1$ the film is ordinary metal and the ratio is $1-f$, pure obstruction. When $\beta\gg1$, the ratio depends on the film through the product $sD_i\delta$; permeability data alone then cannot separate its three factors.

**Remark (consumption at the rod tips).** Assumption 4 sets $c=0$ over the whole front, whereas growing rods take up oxygen at their tips. Oxygen in the metal must then move sideways near the front. This disturbance decays away from the tip, and its decaying part carries no net flux, because the net flux is the same through every section. The profile farther back is therefore linear with slope $-J/D_{\rm eff}$, and for depths well beyond the decay length

$$\frac{c_s}{J}=\frac{\xi+\ell}{D_{\rm eff}},$$

with $\ell$ independent of $\xi$. The slope of resistance against depth still gives (1).

## The growth law

**Lemma 3 (volume fraction).** Let $N_B$ be the atomic fraction of B, $V_A$ the molar volume of A, and $V_{\rm ox}$ the oxide volume per mole of B. If all B is oxidized and no metal is extruded to the surface,

$$f=\frac{N_BV_{\rm ox}}{N_BV_{\rm ox}+(1-N_B)V_A},\qquad c_B=\frac{f}{V_{\rm ox}},\tag{3}$$

where $c_B$ is bound B per volume of zone.

*Proof.* One mole of alloy atoms becomes oxide of volume $N_BV_{\rm ox}$ and metal of volume $(1-N_B)V_A$. Unit volume of zone contains oxide volume $f$, hence $f/V_{\rm ox}$ moles of B. ∎

**Theorem 2.** With $\nu$ oxygen atoms bound per B atom and $\xi(0)=0$,

$$\xi^2=\frac{2c_sD_{\rm eff}\,t}{\nu c_B}.\tag{4}$$

*Proof.* By Lemma 2 the flux reaching the front is $J=c_sD_{\rm eff}/\xi$. An advance $d\xi$ binds $\nu c_B\,d\xi$ per area. Hence $\nu c_B\,\xi\,d\xi=c_sD_{\rm eff}\,dt$, and integration gives (4). ∎

Inserting (1) and (3) shows the role of composition:

$$\xi^2=\frac{2c_sD_mV_{\rm ox}t}{\nu}\left[\frac1f+a(\beta-1)-1\right].\tag{5}$$

More solute binds more oxygen but also supplies more interface. At fixed $r$, the first term dominates at small $f$, giving the usual decrease of depth with solute content. If $a(\beta-1)\gg1$, the two contributions are equal at $f=1/[a(\beta-1)-1]$, and well above this fraction the depth depends only weakly on composition.

**Proposition 1 (stored oxygen and mobile solute).** Let $\kappa=1-f-g+gs$, $D'=D_{\rm eff}/\kappa$, $S=\kappa c_s/(\nu c_B)$ and $\xi=2\gamma\sqrt{D't}$. If dissolved oxygen is stored in the zone,

$$\sqrt\pi\,\gamma\,e^{\gamma^2}\operatorname{erf}\gamma=S.\tag{6}$$

If B also diffuses in the alloy with diffusivity $D_B$, and $f$ and the zone's properties are held fixed, then with $\varphi=D'/D_B$

$$S=\frac{e^{\gamma^2}\operatorname{erf}\gamma}{\sqrt\varphi\;e^{\gamma^2\varphi}\operatorname{erfc}(\gamma\sqrt\varphi)}.\tag{7}$$

*Proof.* Unit volume of zone stores $\kappa c$ of dissolved oxygen, so $\kappa\,\partial c/\partial t=D_{\rm eff}\,\partial^2c/\partial x^2$. With $\eta=x/(2\sqrt{D't})$, the solution meeting both end values is $c=c_s[1-\operatorname{erf}\eta/\operatorname{erf}\gamma]$. Its flux at the front is

$$J=\frac{D_{\rm eff}c_s\,e^{-\gamma^2}}{\sqrt{\pi D't}\,\operatorname{erf}\gamma}.$$

For immobile B this equals $\nu c_B\,d\xi/dt=\nu c_B\gamma\sqrt{D'/t}$. Since $D_{\rm eff}/D'=\kappa$, rearrangement gives (6).

For mobile B, neglect the small volume change, so that the concentration far ahead is $c_B$. The profile that vanishes at the front is $c_B[1-\operatorname{erfc}(\eta\sqrt\varphi)/\operatorname{erfc}(\gamma\sqrt\varphi)]$. It delivers to the front the flux

$$J_B=\frac{c_B\sqrt{D_B}\,e^{-\gamma^2\varphi}}{\sqrt{\pi t}\,\operatorname{erfc}(\gamma\sqrt\varphi)}.$$

Setting $J=\nu J_B$ and using $D_{\rm eff}/\sqrt{D'}=\kappa\sqrt{D'}$ gives (7). ∎

For small $\gamma$, the left side of (6) is $2\gamma^2(1+2\gamma^2/3+\dots)$. Thus $2\gamma^2\approx S(1-S/3)$: storage lowers $\xi^2$ by the fraction $S/3$ relative to (4).

## Worked example: Ni–2 at.% Al

Take 1273 K, 20 h and the oxygen activity of the Ni/NiO equilibrium, without an external scale. Rough typical values are 0.05 at.% dissolved oxygen at the surface, $D_m=10^{-8}$ cm²/s, $D_B=2\times10^{-11}$ cm²/s, $V_A=6.6$ cm³/mol and, for alumina, $V_{\rm ox}=12.8$ cm³ per mole of Al with $\nu=1.5$. The microstructure and film are chosen model parameters: $r=50$ nm, $\delta=1$ nm, $s=10$, $D_i=2\times10^{-6}$ cm²/s. Hence $\beta=10\times(2\times10^{-6})/10^{-8}=2000$.

Equation (3) gives

$$f=\frac{0.02\times12.8}{0.02\times12.8+0.98\times6.6}=0.0381.$$

With $a=2/50+1/2500=0.0404$, the threshold is $\beta^*=1+1/0.0404=25.8$, and

$$\frac{D_{\rm eff}}{D_m}=1-0.0381+0.0381\times0.0404\times1999=4.04.$$

The film fills $g=0.0015$ of the section yet carries $g\beta/4.04=76\%$ of the oxygen. In terms of atomic fraction times diffusivity, the permeability rises from $5.0\times10^{-12}$ to $2.0\times10^{-11}$ cm²/s ($2.0\times10^{-15}$ m²/s).

As a test of the parallel sum, the diffusion equation was solved numerically in a cylindrical cell around one rod, with oxygen consumed only at the tip. The increase of resistance between rod lengths of 3 and 6 µm also gave a ratio of 4.04. With the cell ending at the tip plane and the sink on the end of the film, the constriction length was $\ell=47$ nm on the mesh used and 46 nm on finer meshes. If metal continues past the tip and the tip face also takes up oxygen, it is about 36 nm. Either value is negligible beside the depth found next.

With $c_s=5\times10^{-4}/6.6=7.58\times10^{-5}$ mol/cm³ and $c_B=0.0381/12.8=2.97\times10^{-3}$ mol/cm³,

$$\xi^2=\frac{2(7.58\times10^{-5})(4.04\times10^{-8})(72000)}{1.5(2.97\times10^{-3})}\ \text{cm}^2\approx9.9\times10^{-5}\ \text{cm}^2,$$

so $\xi=99$ µm, or 0.099 mm. With $D_m$ in place of $D_{\rm eff}$ it would be 49 µm; a fourfold permeability doubles the depth.

At fixed $r$ and film properties, raising the Al content from 0.5 to 4 at.% raises the permeability ratio from 1.8 to 7.0 but lowers the depth only from 131 to 93 µm. This is the weak dependence in (5), whose crossover lies near $f=1/(80.8-1)=0.013$. A permeability inferred from such depths with (4) is that of the zone, $c_sD_{\rm eff}$, and so rises with Al content, although that of the metal, $c_sD_m$, is the same throughout.

Halving $\delta$ while doubling $\beta$ changes the ratio from 4.04 to 4.02, which shows how nearly the result fixes the product alone.

## How the result changes when assumptions fail

**Storage and Al diffusion.** Here $S=0.017$, so storage shortens the depth by about 0.3%. A simulation in which cells bind oxygen until their Al is used up, so that the front position is not prescribed, reached the depth given by (4) after 20.1 h instead of 20 h, in agreement with the correction $S/3$. Including Al diffusion through (7) lowers the depth from 99.1 to 97.7 µm at fixed $f$. This figure is not the net effect of Al diffusion: the inflow of Al also enriches the zone in oxide. For large $\gamma\sqrt\varphi$, the flux $J_B$ exceeds $c_B\,d\xi/dt$ by the fraction $1/(2\gamma^2\varphi)$, here about 3%. At fixed $r$ this raises $D_{\rm eff}$ and offsets about three quarters of the small loss.

**Early growth.** Assumption 5 also requires Al to reach a rod before the front has passed. With rods a distance of order $R=r/\sqrt f=256$ nm apart, the front speed $d\xi/dt=\xi/(2t)$ must be small compared with $D_B/R$. The ratio of the two is 0.09 at 99 µm, but it reaches 1 near 9 µm and is larger at smaller depths. The first few micrometres may therefore have a different microstructure, and their resistance stays in series with that of the later zone. If the first 9 µm were only as permeable as the metal, they would act like an added length of $9\times(4.04-1)\approx27$ µm, and the depth would fall to about 77 µm. This is an upper estimate: through a layer of the metal's permeability the front moves four times slower, so the ratio reaches 1 already near 2.2 µm, which adds about 7 µm and leaves a depth near 93 µm. Leaner alloys are affected over a greater depth. At 0.5 at.% Al the rods are twice as far apart, and the ratio is 0.23 at 131 µm and reaches 1 near 30 µm. The depth of 99 µm thus assumes that the rods reach back to the surface.

**Tilt.** Let all rods make an angle $\theta$ with $x$. Resolving the gradient along and across the rods and projecting the flux back on $x$ gives

$$D_x=D_{\rm eff}\cos^2\theta+D_t\sin^2\theta,$$

where $D_t$ is the transverse diffusivity. To estimate $D_t$, surround each rod and film by metal out to $R=r/\sqrt f$, and seek $c=U(\rho)\cos\phi$ in polar coordinates about the rod axis. Let $k$ be $\beta$ in the film and 1 in the metal. With $u=\ln\rho$, the diffusion equation in each layer is $U''=U$, primes denoting $d/du$. The quantity $q=kU'/U$ is continuous between layers and obeys $q'=k-q^2/k$. It starts from $q=0$ at the impermeable rod, so at the outside of the film

$$q_1=\beta\tanh\ln(1+\delta/r).$$

In the metal $q'=1-q^2$, solved from this starting value by $q=(q_1+T)/(1+q_1T)$ with $T=\tanh\ln[R/(r+\delta)]$ at $\rho=R$. A uniform medium of relative diffusivity $D_t/D_m$ has $U\propto\rho$, hence $q=D_t/D_m$. The cell therefore leaves the field outside undisturbed if

$$\frac{D_t}{D_m}=\frac{q_1+T}{1+q_1T}.$$

The example gives 1.08: across the rods there is almost no gain. A tilt of 20° lowers the ratio from 4.04 to 3.69.

**Coarsening.** If $r$ varies slowly with depth, the same flux crosses successive layers and their resistances add, so $1/D_{\rm eff}$ must be averaged over depth. Let $r$ increase linearly from $r_0$ at the surface to $r_1$ at the front, at constant $f$. The number of rods must then fall with depth, so some rods end or merge; the extra resistance where oxygen passes from one film to another is neglected here. In the thin-film form $D_{\rm eff}/D_m=A+B/r$, with $A=1-f$ and $B=2f\delta(\beta-1)$. Since $r/(Ar+B)=1/A-B/[A(Ar+B)]$,

$$\left\langle\frac{D_m}{D_{\rm eff}}\right\rangle=\frac1A-\frac{B}{A^2(r_1-r_0)}\ln\frac{Ar_1+B}{Ar_0+B}.$$

For radii from 50 to 100 nm, averaging the full expression (1) gives an effective ratio of 3.03. This ratio describes the zone at the moment it has that profile. The depth reached also depends on how the profile developed, and growth need not be parabolic.

**Broken rods.** Oxygen leaving one film must cross metal to reach the next. Numerical solution of the cell, with film-covered rod ends and 50 nm gaps at the same depth in all rods, gives a ratio of 3.02 for segments 2 µm long (3.03 on finer meshes) and 3.90 for 20 µm. In the first case gaps take up about 2% of the length but remove a quarter of the permeability. Alignment without continuity therefore does not give the full gain of (1).

**Comparison with real Ni–Al.** Internal oxidation of dilute Ni–Al near this temperature can produce rod-like oxides extending inward, the geometry assumed here. The value $\beta=2000$ was chosen, so the factor of four is a consequence of that choice and not a prediction for the material. Real rods can coarsen and be interrupted, and both lower the gain: in the cases above the ratio fell to 3.03 when the radius doubled toward the front, and to about 3.0 or 3.9 for broken rods, depending on segment length. In real Ni–Al, nickel is often extruded to the surface, contrary to the premise of Lemma 3. If the zone kept the volume of the alloy, $f$ would be 0.0388 and the ratio 4.09, with the depth still 99 µm. Nickel aluminate spinel can also form where the oxygen activity is high. If it filled the whole zone, with $\nu=2$, roughly 20 cm³ per mole of Al and the same $r$, $\delta$ and $\beta$, its larger volume fraction would raise the ratio to 5.7. Its greater oxygen demand nearly cancels this gain, leaving a depth of 103 µm. The computed values appear in the numerical output below.

## Table of computed values

```
temperature: 1273 K; time: 20 h
Al content: 2.0 at.%
dissolved O at surface: 0.050 at.%
D of O in Ni: 1.0e-08 cm2/s
D of Al in Ni: 2.0e-11 cm2/s
molar volume Ni: 6.6 cm3/mol
alumina volume: 12.8 cm3 per mol Al
rod radius: 50 nm; film thickness: 1.0 nm
film D: 2.0e-06 cm2/s; segregation s: 10
beta = s D_i/D_m: 2000
rod volume fraction f: 0.03807
cell radius R: 256.2 nm
film-to-rod area a: 0.0404
film area fraction g: 0.001538
threshold beta: 25.75
P_eff/P_m, formula: 4.0367
P_eff/P_m, cell solution: 4.0367
P_eff/P_m, thin-film form: 4.0062
share of flux in films: 76.2 %
x_O D in metal: 5.00e-12 cm2/s
x_O D_eff in zone: 2.018e-11 cm2/s
x_O D_eff in zone: 2.018e-15 m2/s
c_s: 7.576e-05 mol/cm3; c_B: 2.974e-03 mol/cm3
depth with D_m only: 49.4 um
depth with D_eff: 99.3 um = 0.0993 mm
Al 0.5 at.%: f 0.0097, ratio 1.770, depth 130.7 um
Al 1.0 at.%: f 0.0192, ratio 2.532, depth 110.8 um
Al 2.0 at.%: f 0.0381, ratio 4.037, depth 99.3 um
Al 4.0 at.%: f 0.0748, ratio 6.963, depth 93.1 um
half delta, double beta: ratio 4.0222
storage factor kappa: 0.9758; S: 0.01657
gamma, immobile Al: 0.09077
simulated time to reach depth: 20.107 h
depth with O storage: 99.08 um
phi: 2068; gamma, mobile Al: 0.08950
depth with storage and mobile Al: 97.70 um
tip constriction adds: 47 nm of length
lateral equilibration time: 0.066 s
O fraction in film at surface: 0.50 at.%
transverse D_t/D_m: 1.0783
ratio, rods tilted 20 deg: 3.691
ratio, radius 50 to 100 nm: 3.030
ratio, 2 um segments, 50 nm gaps: 3.022
ratio, 20 um segments, 50 nm gaps: 3.903
spinel volume: 20.0 cm3 per mol Al
all-spinel zone: f 0.0588, ratio 5.690
all-spinel zone: depth 102.7 um
```
